# Open-circuit voltage of an oxide electrolyte with n-type electronic leakage

## Problem

A dense oxide membrane of thickness $L$ separates two gases at $T=1000$ K. The oxygen pressure is $P_a=0.21$ atm on the air side and $P_f=10^{-20}$ atm on the fuel side. The membrane conducts by doubly charged oxygen vacancies and by electrons. Acceptor doping fixes the vacancy concentration, so the ionic conductivity $\sigma_i$ is constant. The electronic conductivity $\sigma_e$ is n-type and equals $\sigma_i$ at $P^*=10^{-16}$ atm.

Assume a steady state, uniform temperature, ideal gases, local defect equilibrium, local charge neutrality and constant mobilities. Holes are negligible, and both electrodes are reversible to oxygen and to electrons. No current flows in the external circuit.

(a) Find how $\sigma_e$ depends on the oxygen pressure $P$.

(b) Derive the open-circuit voltage and show that it is about 0.75 V. Compare it with the Nernst voltage.

(c) Find the internal leak current, and obtain the voltage again from the drift and diffusion of the electrons.

(d) Which part of the pressure range produces the voltage, and what happens when $P_f$ is lowered further or when $P^*$ is very high?

(e) For rough parameters of gadolinium-doped ceria and $L=1$ mm, estimate how far the neglected effects move the result.

## Solution

### (a) The electronic conductivity

When the oxide loses oxygen, each departing atom leaves a vacancy and two electrons:

$$
\mathrm{O_O}\rightleftharpoons \tfrac12\mathrm{O_2}+\mathrm{V_O^{\bullet\bullet}}+2e'.
$$

Let $n$ be the electron density, $[V]$ the vacancy density and $A$ the density of singly charged acceptors. For dilute defects, mass action and neutrality give

$$
n^2[V]P^{1/2}=K,\qquad 2[V]=A+n .
$$

If $n\ll A$, then $[V]\simeq A/2$ is constant, and

$$
n=\left(\frac{2K}{A}\right)^{1/2}P^{-1/4}.
$$

At constant mobility $\sigma_e$ is proportional to $n$. The condition $\sigma_e=\sigma_i$ at $P^*$ fixes the prefactor:

$$
s(P)\equiv\frac{\sigma_e}{\sigma_i}=\left(\frac{P^*}{P}\right)^{1/4}.
$$

The doping matters here. Without acceptors $[V]=n/2$, so $n^3P^{1/2}=2K$ and $n\propto P^{-1/6}$. The vacancy density then follows the same law, and $s$ does not depend on pressure at all. An undoped oxide with equal conductivities at $P^*$ would have them equal everywhere, which is a different problem with a different voltage, given at the end of part (b).

### (b) The voltage

Let $x$ run from the fuel side to the air side, and let $e>0$ be the elementary charge. Each carrier is driven by the gradient of its electrochemical potential, $\tilde\mu_e$ for electrons (charge $-e$) and $\tilde\mu_V$ for vacancies (charge $+2e$). The electric current densities are

$$
i_e=\frac{\sigma_e}{e}\frac{d\tilde\mu_e}{dx},\qquad
i_i=-\frac{\sigma_i}{2e}\frac{d\tilde\mu_V}{dx}.
$$

The signs differ because electrons moving down their potential carry negative charge.

Local equilibrium of the defect reaction requires $\tilde\mu_V+2\tilde\mu_e+\tfrac12\mu_{\mathrm{O_2}}$ to be the same at every $x$, with the chemical potential of the regular oxide lattice taken as constant. Hence

$$
\frac{d\tilde\mu_V}{dx}=-2\frac{d\tilde\mu_e}{dx}-\frac12\frac{d\mu_{\mathrm{O_2}}}{dx},
$$

and the ionic current becomes

$$
i_i=\frac{\sigma_i}{e}\left(\frac{d\tilde\mu_e}{dx}+\frac14\frac{d\mu_{\mathrm{O_2}}}{dx}\right).
$$

An open external circuit makes the total current vanish, $i_i+i_e=0$. The two currents separately need not vanish. Adding them gives

$$
(\sigma_i+\sigma_e)\frac{d\tilde\mu_e}{dx}=-\frac{\sigma_i}{4}\frac{d\mu_{\mathrm{O_2}}}{dx}.
$$

With the ionic transport number $t_i=\sigma_i/(\sigma_i+\sigma_e)=1/(1+s)$, this is

$$
\frac{d\tilde\mu_e}{dx}=-\frac{t_i}{4}\frac{d\mu_{\mathrm{O_2}}}{dx}.
$$

A voltmeter with identical metal leads reads the difference of $\tilde\mu_e$ between the electrodes, divided by $-e$. Define $V$ as the potential of the air terminal minus that of the fuel terminal. Since $\mu_{\mathrm{O_2}}=\mu^\circ+kT\ln P$ for an ideal gas,

$$
V=-\frac{\tilde\mu_e(L)-\tilde\mu_e(0)}{e}
=\frac{kT}{4e}\int_{\ln P_f}^{\ln P_a}t_i\,d\ln P .
$$

The integration variable is now the pressure. Neither the thickness nor the profile $P(x)$ is needed, because $t_i$ depends on position through $P$ alone.

Put $u=P^{1/4}$, with $u_a$, $u_f$ and $u^*$ the values at $P_a$, $P_f$ and $P^*$. Then $s=u^*/u$, so

$$
t_i=\frac{u}{u+u^*},\qquad d\ln P=4\,\frac{du}{u}.
$$

The factor $u$ cancels, as does the 4:

$$
V=\frac{kT}{e}\int_{u_f}^{u_a}\frac{du}{u+u^*}
=\frac{kT}{e}\ln\frac{P_a^{1/4}+P^{*1/4}}{P_f^{1/4}+P^{*1/4}} .
$$

At 1000 K, $kT/e=0.086173$ V. The fourth roots, in atm$^{1/4}$, are $u_a=0.67695$, $u^*=10^{-4}$ and $u_f=10^{-5}$. Therefore

$$
V=0.086173\ \mathrm V\times\ln\frac{0.67705}{1.1\times10^{-4}}
=0.086173\ \mathrm V\times 8.7250=0.752\ \mathrm V .
$$

This is the required 0.75 V. A purely ionic conductor has $t_i=1$ and gives the Nernst voltage

$$
E_N=\frac{kT}{4e}\ln\frac{P_a}{P_f}=0.9585\ \mathrm V .
$$

The leakage costs 0.207 V. The ratio $V/E_N=0.784$ is the mean of $t_i$ over $\ln P$. It is not the mean of the two end values, which are 0.0909 on the fuel side and 0.99985 on the air side.

For the undoped oxide of part (a), $t_i=1/2$ at all pressures and the same integral gives $V=E_N/2\simeq0.48$ V. Knowing the crossing pressure and the n-type character is thus not enough; the defect regime must be known too.

### (c) The leak current and a second derivation

Insert the result for $d\tilde\mu_e/dx$ into the ionic current:

$$
i_i=\frac{\sigma_i}{4e}(1-t_i)\frac{d\mu_{\mathrm{O_2}}}{dx}.
$$

It is positive: vacancies move towards the air side, so oxide ions move from air to fuel, while electrons move from fuel to air. In the steady state no vacancies accumulate, so $i_i$ is uniform. Integrating over the thickness at constant $\sigma_i$ gives

$$
\frac{i_iL}{\sigma_i}=\frac{kT}{4e}\int_{\ln P_f}^{\ln P_a}(1-t_i)\,d\ln P=E_N-V .
$$

The missing voltage is the ohmic drop of the internal ionic current. A thicker membrane leaks less, but the product $i_iL$, and with it $V$, stays the same.

The voltage can also be found without transport numbers. With uniform vacancies, the ions carry only a drift current $\sigma_iE$ in the electric field $E$. The electrons drift and diffuse; by the Einstein relation their current is

$$
i_e=\sigma_eE+\frac{kT}{e}\frac{d\sigma_e}{dx}.
$$

Setting the total to zero and dividing by $\sigma_i$,

$$
(1+s)E+\frac{kT}{e}\frac{ds}{dx}=0
\quad\Longrightarrow\quad
E\,dx=-\frac{kT}{e}\frac{ds}{1+s}.
$$

Since $E=-d\phi/dx$, integration from the fuel side ($s_f=10$) to the air side ($s_a=1.477\times10^{-4}$) gives

$$
\phi_f-\phi_a=\frac{kT}{e}\ln\frac{1+s_f}{1+s_a}=0.2066\ \mathrm V .
$$

The electron electrochemical potential is $\tilde\mu_e=\text{const}+kT\ln n-e\phi$, so

$$
V=\frac{kT}{e}\ln\frac{n_f}{n_a}-(\phi_f-\phi_a).
$$

Because $n\propto P^{-1/4}$, the first term is $E_N$. Using $s=u^*/u$,

$$
V=\frac{kT}{e}\ln\left[\frac{u_a}{u_f}\,\frac{1+u^*/u_a}{1+u^*/u_f}\right]
=\frac{kT}{e}\ln\frac{u_a+u^*}{u_f+u^*},
$$

as before. The electron density difference supplies the full Nernst voltage, and the internal field takes part of it back.

Numerical integration of the drift-diffusion equation also gives 0.7519 V. It was repeated for a membrane in which both mobilities are multiplied by $g(x)=1+0.8\sin(5x/L)$. The equation for $i_e$ above assumes a uniform mobility; here $g$ multiplies the whole current, drift and diffusion alike, and is not differentiated: $i_e=g\sigma_i\left[sE+(kT/e)\,ds/dx\right]$ and $i_i=g\sigma_iE$. The voltage remained 0.7519 V, while the leak current fell to 0.652 of that in the even membrane. Uneven conductance changes the leak but not the voltage, provided that it scales both carriers alike.

### (d) Where the voltage comes from, and the limits

Splitting the integral at $P^*$ gives

$$
V_{>}=\frac{kT}{e}\ln\frac{u_a+u^*}{2u^*}=0.7003\ \mathrm V,\qquad
V_{<}=\frac{kT}{e}\ln\frac{2u^*}{u_f+u^*}=0.0515\ \mathrm V .
$$

The four decades below $P^*$ would supply about 0.198 V in a pure ionic conductor. Here they supply about a quarter of that.

**Lower fuel-side pressure.** As $P_f\to0$ the Nernst voltage grows without limit, but

$$
V\to\frac{kT}{e}\ln\left(1+\frac{u_a}{u^*}\right)=0.7601\ \mathrm V .
$$

The given cell is only about 8 mV below this ceiling. A stronger reducing gas therefore adds almost nothing to the open-circuit voltage, although it raises the leak. The strict ceiling belongs to the fixed vacancy density assumed here. In a real oxide $n$ eventually becomes comparable with $A$, extra vacancies form, electrons begin to block one another, and the voltage creeps above this value: with the ceria parameters and the better model of part (e), it is 0.765 V at $P_f=10^{-24}$ atm.

A crude model with $t_i=1$ above $P^*$ and $t_i=0$ below gives $(kT/e)\ln(u_a/u^*)$, which is also 0.7601 V to four digits. The reason is a symmetry: $t_i$ at $\ln P^*+y$ and $t_i$ at $\ln P^*-y$ add up to 1. What the smooth curve loses above $P^*$ it regains below, if the pressure range extends far enough on both sides. The small remaining difference comes from the finite upper end.

**Very high or very low crossing pressure.** If $u^*\gg u_a$, electrons dominate throughout, and expanding the logarithm to first order gives

$$
V\simeq\frac{kT}{e}\,\frac{u_a-u_f}{u^*},
$$

which tends to zero: the membrane short-circuits itself. This limit presumes that $n\ll A$ still holds on the fuel side while $s_f=u^*/u_f$ is huge, which requires electrons far more mobile than the vacancies. A polaron conductor with the ceria parameters of part (e) cannot reach it: $P^*=1$ atm would need about $10^3$ electrons per acceptor, more than there are cerium sites, and in the better model of part (e) $s$ never exceeds about 30. If instead $u^*\ll u_f$, the formula returns $E_N$.

### (e) A ceria membrane

Gadolinium-doped ceria is a real electrolyte of this type. The crossing at $10^{-16}$ atm is kept from the problem as an assumed input; in a real sample it depends on composition and may lie decades lower. The following values are rough: $\sigma_i=0.05$ S/cm, electron mobility 0.005 cm²/Vs, $A=5\times10^{21}$ cm⁻³ and a cerium site density $N=2\times10^{22}$ cm⁻³. For $L=0.1$ cm,

$$
i_i=\frac{\sigma_i(E_N-V)}{L}
=\frac{0.05\times0.2066}{0.1}\ \mathrm{A/cm^2}=0.103\ \mathrm{A/cm^2}.
$$

Each O$_2$ molecule transfers four elementary charges, so this leak carries $2.7\times10^{-7}$ mol O$_2$/(cm² s) and consumes fuel even at open circuit.

**Electrode resistance.** Suppose that each electrode opposes the ionic current with $R=0.1$ ohm cm², while electrons still pass freely. Driving the leak through the electrodes lowers the oxygen pressure just inside the air side and raises it just inside the fuel side:

$$
P_a'=P_a\,e^{-4ei_iR/kT},\qquad P_f'=P_f\,e^{+4ei_iR/kT}.
$$

These pressures determine the leak, which determines them in turn. The self-consistent solution is $i_i=0.0988$ A/cm² and $V=0.741$ V, a shift of $-10.8$ mV. The air electrode accounts for nearly all of it: there $t_i\simeq1$ and the whole drop $i_iR\simeq9.9$ mV is lost. At the fuel electrode $t_i$ is only about 0.1, and the loss is reduced by that factor.

**High electron density.** On the fuel side $n=5.9\times10^{20}$ cm⁻³, or 0.12 electrons per acceptor, so $n\ll A$ holds only moderately well. A better model keeps $2[V]=A+n$ with $\sigma_i\propto[V]$. It also lets electrons, which sit on cerium ions as small polarons, block one another: $n$ is replaced by $n/(1-n/N)$ in mass action and by $n(1-n/N)$ in $\sigma_e$. With the crossing held at $P^*$, the local exponent of $n$ on the fuel side becomes $-0.231$ instead of $-0.25$, and the voltage rises by 1.2 mV. This shift scales roughly inversely with the assumed mobility: it is 0.6 mV at 0.01 cm²/Vs and about 5 mV at 0.001 cm²/Vs.

**Holes.** If the hole conductivity grows as $P^{1/4}$ and would equal $\sigma_i$ at an assumed $10^8$ atm, the voltage falls by 0.6 mV.

**The crossing pressure.** This input is assumed, not measured, and a real sample may differ from it by more than one decade. With everything else fixed, $P^*=10^{-15}$ atm gives 0.706 V, $P^*=10^{-17}$ atm gives 0.796 V and $P^*=10^{-18}$ atm gives 0.836 V. One decade in $P^*$ thus moves the voltage by about 45 mV, more than the other three effects together. The second digit of 0.75 V is only as good as the knowledge of $P^*$.

**Thin membranes.** The assumption of reversible electrodes fails when the membrane is made thin enough. At 10 µm the ideal formula would demand a leak a hundred times larger, about 10 A/cm². With the same electrodes, $i_iR$ would be about 1 V, more than the entire Nernst voltage. Such a leak cannot flow; the electrodes limit it, the oxygen pressures inside the membrane move far from those of the gases, and the terminal voltage falls below 0.75 V. The thickness-independent result therefore holds for membranes thick enough that $i_iR\ll kT/e$. Gas leaks through pores or seals and temperature differences are not included in any of these estimates. Nor are interactions between defects, such as the binding of vacancies to acceptors, which can matter at this high doping.

Finally, $10^{-20}$ atm at 1000 K corresponds to 0.07 free O$_2$ molecules per cm³. So few molecules cannot supply or remove the leak. The pressure is to be read as a measure of the oxygen chemical potential, which a mixture such as hydrogen and steam maintains through its own reaction equilibrium. The derivation uses only this potential.

## Computed values

```
Temperature: 1000 K
Air, fuel, crossing pressures: 0.21, 1e-20, 1e-16 atm
Thermal voltage kT/e: 0.086173 V
Fourth roots air, fuel, crossing: 0.67695, 1.0e-05, 1.0e-04 atm^(1/4)
Argument of logarithm: 6155.0
Its natural logarithm: 8.7250
Conductivity ratio s, fuel side: 10.000
Conductivity ratio s, air side: 1.477e-04
Ionic transport number, fuel side: 0.0909
Ionic transport number, air side: 0.99985
Nernst voltage: 0.9585 V
Open-circuit voltage, closed form: 0.7519 V
Open-circuit voltage, drift-diffusion: 0.7519 V
Same, uneven membrane: 0.7519 V
Leak ratio, uneven/even membrane: 0.652
Mean ionic transport number: 0.7844
Voltage from pressures above crossing: 0.7003 V
Voltage from pressures below crossing: 0.0515 V
Sharp-cutoff estimate: 0.7601 V
Limit of zero fuel-side pressure: 0.7601 V
Exponent of n in P, doped: -0.2500
Exponent of n in P, undoped: -0.1667
Ionic conductivity (rough): 0.05 S/cm
Thickness: 1.0 mm
Lost voltage: 0.2066 V
Leak current density: 0.1033 A/cm2
Oxygen leak flux: 2.677e-07 mol O2/(cm2 s)
Electron mobility (rough): 0.005 cm2/Vs
Acceptor density (rough): 5.0e+21 cm^-3
Cerium site density (rough): 2.0e+22 cm^-3
Electron density, fuel side: 5.877e+20 cm^-3
Electrons per acceptor, fuel side: 0.1175
Electrons per cerium site, fuel side: 0.0294
Exponent of n in P, fuel side: -0.2309
Voltage with dense-electron corrections: 0.7531 V
Shift from dense electrons: 1.20 mV
Assumed hole crossing pressure: 1e+08 atm
Shift from holes: -0.58 mV
Electrode resistance, each side: 0.1 ohm cm2
Leak current with electrode resistance: 0.0988 A/cm2
Voltage with electrode resistance: 0.7410 V
Shift from electrodes: -10.83 mV
Voltage if crossing is at 1e-15 atm: 0.7058 V
Voltage if crossing is at 1e-17 atm: 0.7956 V
Free O2 density at fuel pressure: 0.0734 cm^-3
```
